# Skin depth and surface impedance of a metal half-space

Three quantities govern how an alternating field enters a good metal: the conductivity \(\sigma\), the magnetic constant \(\mu_0\) and the angular frequency \(\omega\). The electric constant \(\varepsilon_0\) drops out if the displacement current is negligible beside the conduction current, a condition made precise below. Look for a length of the form \(\mu_0^a\sigma^b\omega^c\). The SI units are

\[
[\mu_0]=\mathrm{kg\,m\,s^{-2}A^{-2}},\qquad
[\sigma]=\mathrm{A^2s^3kg^{-1}m^{-3}},\qquad
[\omega]=\mathrm{s^{-1}} .
\]

The kilogram must cancel, so \(a=b\), and the ampere then cancels too. One power of the metre requires \(a-3b=1\), hence \(a=b=-1/2\). The second cancels if \(-2a+3b-c=0\), so \(c=-1/2\). For an impedance, with unit \(\mathrm{kg\,m^2s^{-3}A^{-2}}\), the same count gives \(a-b=1\), \(a-3b=2\) and \(-2a+3b-c=-3\), so \(a=1/2\), \(b=-1/2\), \(c=1/2\). Therefore

\[
\text{penetration depth}\propto\frac{1}{\sqrt{\mu_0\sigma\omega}},\qquad
\text{surface impedance}\propto\sqrt{\frac{\mu_0\omega}{\sigma}} .
\]

A higher frequency confines the field more tightly and raises the impedance. Dimensions cannot supply the numerical factors, or the phase between the electric and magnetic fields. Those come from Maxwell's equations.

Let a non-magnetic metal fill \(z>0\), with fields applied from the side \(z<0\). The metal is isotropic and obeys the local Ohm law \(\mathbf J=\sigma\mathbf E\), with \(\sigma\) real and independent of frequency. "Local" means that the current at a point depends on the electric field at that same point and time. The fields are uniform in the plane of the surface and vary as \(e^{-i\omega t}\); the physical field is the real part, and complex amplitudes are peak values. A time derivative becomes multiplication by \(-i\omega\), so Faraday's and Ampère's laws read

\[
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=(\sigma-i\omega\varepsilon_0)\mathbf E .
\]

Since nothing varies with \(x\) or \(y\), the \(z\) component of each curl vanishes, and so \(H_z=0\) and \(E_z=0\). The remaining components separate into two pairs, \((E_x,H_y)\) and \((E_y,H_x)\), which isotropy makes equivalent under a rotation about \(z\). It is enough to treat \(E=E_x\) and \(H=H_y\). With \((\nabla\times\mathbf E)_y=dE/dz\) and \((\nabla\times\mathbf H)_x=-dH/dz\),

\[
\frac{dE}{dz}=i\omega\mu_0H,\qquad
-\frac{dH}{dz}=(\sigma-i\omega\varepsilon_0)E .
\]

Differentiate the first equation and insert the second:

\[
\frac{d^2E}{dz^2}=i\omega\mu_0\frac{dH}{dz}
=-i\omega\mu_0(\sigma-i\omega\varepsilon_0)E=-k^2E,
\]

\[
k^2=i\omega\mu_0(\sigma-i\omega\varepsilon_0).
\]

The general solution is a sum of \(e^{ikz}\) and \(e^{-ikz}\). Choose \(k\) as the root with positive imaginary part. Then \(e^{ikz}\) decays into the metal, while \(e^{-ikz}\) grows without limit and must be absent from a half-space driven from outside. Because \(\operatorname{Im}k^2=2\operatorname{Re}k\operatorname{Im}k=\omega\mu_0\sigma>0\), the real part of \(k\) is positive as well, so the phase travels inward.

With \(E(z)=E(0)e^{ikz}\), Faraday's law gives \(ikE=i\omega\mu_0H\). The surface impedance, defined as the ratio of the tangential fields at the surface, is therefore

\[
Z_s=\frac{E(0)}{H(0)}=\frac{\omega\mu_0}{k},
\]

\[
Z_s^2=\frac{\omega^2\mu_0^2}{i\omega\mu_0(\sigma-i\omega\varepsilon_0)}
=\frac{-i\omega\mu_0}{\sigma-i\omega\varepsilon_0} .
\]

Nothing has yet been assumed about the relative size of the two currents. Their ratio is \(\eta=\omega\varepsilon_0/\sigma\). For a good conductor \(\eta\ll1\), and to leading order \(k^2=i\omega\mu_0\sigma\). Define

\[
\boxed{\;\delta=\sqrt{\frac{2}{\mu_0\sigma\omega}}\;}
\]

so that \(k^2=2i/\delta^2\). Since \((1+i)^2=2i\), the root with positive imaginary part is \(k=(1+i)/\delta\), and

\[
E(z)=E(0)\,e^{ikz}=E(0)\,e^{-z/\delta}e^{iz/\delta}.
\]

The factor 2 in the definition makes \(\delta\) the depth over which the amplitude falls by a factor \(e\). For the impedance, use \(\omega\mu_0=2/(\sigma\delta^2)\), which is the definition of \(\delta\) rearranged:

\[
Z_s=\frac{\omega\mu_0\delta}{1+i}
=\frac{\omega\mu_0\delta}{2}(1-i),
\]

\[
\boxed{\;Z_s=\frac{1-i}{\sigma\delta}\;}
\]

Write \(Z_s=R_s-iX_s\). The surface resistance and reactance are equal:

\[
R_s=X_s=\frac{1}{\sigma\delta}=\sqrt{\frac{\mu_0\omega}{2\sigma}} .
\]

The minus sign belongs to the time factor \(e^{-i\omega t}\), for which an inductance \(L\) has impedance \(-i\omega L\). With the factor \(e^{+j\omega t}\) the same physical result reads \((1+j)/(\sigma\delta)\).

The neglected displacement current can now be restored to first order. The full expression for \(Z_s^2\) is the good-conductor value divided by \(1-i\eta\), so

\[
Z_s=\frac{1-i}{\sigma\delta}(1-i\eta)^{-1/2}
\simeq\frac{1-i}{\sigma\delta}\left(1+\frac{i\eta}{2}\right).
\]

Multiplying out, \((1-i)(1+i\eta/2)=(1+\eta/2)-i(1-\eta/2)\): the resistance rises and the reactance falls, each by a fraction \(\eta/2\).

The opposite limit, \(\eta\gg1\), describes a poor conductor rather than a metal. There \(Z_s\) tends to the real value \(\sqrt{\mu_0/\varepsilon_0}\), the impedance of free space, because the model gives the medium the permittivity \(\varepsilon_0\). In a real poor conductor \(\varepsilon_0\) must be replaced by \(\varepsilon_r\varepsilon_0\) throughout, which divides both this impedance and the attenuation below by \(\sqrt{\varepsilon_r}\). With \(c=1/\sqrt{\mu_0\varepsilon_0}\),

\[
k=\frac{\omega}{c}\sqrt{1+\frac{i}{\eta}}
\simeq\frac{\omega}{c}+\frac{i\sigma}{2}\sqrt{\frac{\mu_0}{\varepsilon_0}} .
\]

To this order the attenuation no longer depends on frequency. The inverse-square-root law for the depth thus belongs to the regime where conduction current dominates. A numerical solution of the two first-order equations on a grid tests the full impedance at \(\eta=0.5\) and \(\eta=0.01\), and the first correction at the smaller value.

The phase is easiest to see in real fields. Let the magnetic field at the surface be \(H_0\cos\omega t\), with \(H_0\) real. Inside the metal,

\[
H(z,t)=H_0e^{-z/\delta}\cos\phi,\qquad
\phi=\omega t-\frac{z}{\delta} .
\]

Ampère's law then fixes the current density. Both the exponential and the cosine must be differentiated:

\[
J=-\frac{\partial H}{\partial z}
=\frac{H_0}{\delta}e^{-z/\delta}(\cos\phi-\sin\phi)
=\frac{\sqrt2H_0}{\delta}e^{-z/\delta}
\cos\left(\phi+\frac{\pi}{4}\right).
\]

Division by \(\sigma\) gives

\[
E(z,t)=\sqrt2\,R_sH_0e^{-z/\delta}
\cos\left(\omega t-\frac z\delta+\frac\pi4\right).
\]

At each depth the electric field leads the magnetic field by one eighth of a period. The cosine term in the bracket comes from the decay of \(H\) with depth and the sine term from its phase lag. They have equal weight because \(k\) has equal real and imaginary parts. Over one skin depth the amplitude falls by \(e\) and the phase slips by one radian, so the field has almost died before it completes a spatial oscillation.

The surface magnetic field also measures the total current. Let \(K\) be the current per unit width, integrated over depth. With displacement current neglected,

\[
K=\int_0^\infty J\,dz=-\int_0^\infty\frac{dH}{dz}\,dz=H(0),
\]

since \(H\) vanishes deep inside. Hence \(Z_s=E(0)/K\) is the surface electric field divided by the sheet current. For a strip of length \(a\) and width \(w\) carrying this uniform sheet current, the voltage along the surface is \(E(0)a\) and the current is \(Kw\), so the impedance is \(Z_sa/w\). The value for \(a=w\) is the impedance per square.

Layers at different depths carry currents with different phases. Integrating the magnitude \(|J|=\sqrt2|H(0)|e^{-z/\delta}/\delta\) gives \(\sqrt2|K|\), more than the magnitude of the total. Part of the current in one layer is cancelled by current elsewhere, yet every layer dissipates energy.

Where the energy goes follows from the product \(EH^*\), the star denoting complex conjugation. From the first-order equations, without displacement current,

\[
\frac{d}{dz}(EH^*)
=\frac{dE}{dz}H^*+E\frac{dH^*}{dz}
=i\omega\mu_0|H|^2-\sigma|E|^2 .
\]

Integrate from the surface to infinity, where the product vanishes. The left side gives \(-E(0)H^*(0)=-Z_s|H(0)|^2\), and therefore

\[
Z_s|H(0)|^2=\sigma\int_0^\infty|E|^2dz
-i\omega\mu_0\int_0^\infty|H|^2dz .
\]

The real part concerns loss. The cycle average of two oscillating quantities brings a factor \(1/2\), so the mean power dissipated per unit area is

\[
P=\frac{\sigma}{2}\int_0^\infty|E|^2dz
=\frac12R_s|H(0)|^2 .
\]

A direct integration confirms the factor. Since \(|E(0)|^2=2R_s^2|H(0)|^2\) and \(\int_0^\infty e^{-2z/\delta}dz=\delta/2\), the loss is \(\tfrac12\sigma\delta R_s^2|H(0)|^2\), which reduces to the same expression because \(\sigma\delta R_s=1\).

The resistance \(1/(\sigma\delta)\) is that of a film of thickness \(\delta\) carrying a uniform direct current. This is an equality of resistance, not a picture of the current, which continues below \(\delta\). The loss density falls as \(e^{-2z/\delta}\), so a fraction \(1-e^{-2}\), about 86%, of the heat is produced within the first skin depth.

The imaginary part concerns magnetic energy. Its mean value per unit area is

\[
W=\frac{\mu_0}{4}\int_0^\infty|H|^2dz
=\frac{\mu_0\delta}{8}|H(0)|^2 .
\]

An inductance \(L_s\) per square carrying the sheet current \(K=H(0)\) stores the mean energy \(\tfrac14L_s|K|^2\). Comparison gives

\[
L_s=\frac{\mu_0\delta}{2},\qquad
\omega L_s=\frac{\omega\mu_0\delta}{2}=\frac1{\sigma\delta}=X_s .
\]

This is the internal inductance, due to the field within the metal. The field outside adds an inductance that depends on the whole circuit.

A real conductor has a finite thickness \(d\). Suppose the return current runs on the front side, so that no magnetic field remains behind the metal and \(H(d)=0\). Put \(\kappa=-ik=(1-i)/\delta\). Both exponentials are now allowed, and the combination that meets the two boundary conditions is

\[
H(z)=H(0)\frac{\sinh\kappa(d-z)}{\sinh\kappa d} .
\]

Ampère's law, \(\sigma E=-dH/dz\), gives \(\sigma E(0)=\kappa H(0)\coth\kappa d\), hence

\[
Z_s(d)=\frac{\kappa}{\sigma}\coth\kappa d .
\]

For a thick metal \(\coth\kappa d\simeq1+2e^{-2\kappa d}\). The half-space result returns with a relative error of magnitude \(2e^{-2d/\delta}\), about 0.5% at \(d=3\delta\). For a thin metal \(\coth\kappa d\simeq1/(\kappa d)+\kappa d/3\). Since \(\kappa^2=-2i/\delta^2\) and \(2/(\sigma\delta^2)=\omega\mu_0\),

\[
Z_s(d)\simeq\frac1{\sigma d}-\frac{i\omega\mu_0d}{3} .
\]

The resistance is then the direct-current value \(1/(\sigma d)\). The square-root growth with frequency belongs to the thick limit, where the metal is several skin depths thick; at fixed thickness the resistance rises steadily with frequency from one law to the other. At fixed frequency it is not monotonic in thickness: it has a minimum of about \(0.92/(\sigma\delta)\) at \(d=\pi\delta/2\).

Uniformity in the plane can be relaxed too. Each Cartesian field component in the metal obeys \((\nabla^2+k^2)F=0\). If it varies along the surface with wavenumber \(q\), the wavenumber into the metal satisfies \(k_z^2=k^2-q^2\). The half-space formula therefore needs \(|q|^2\ll|k|^2=2/\delta^2\): the fields must vary slowly along the surface on the scale of \(\delta\). Sharp edges violate this condition. A curved surface brings a separate requirement: its radius of curvature must be much larger than \(\delta\), so that the metal looks flat to the field.

Take as an example a model metal of resistivity \(2.0\times10^{-8}\ \Omega\,\mathrm m\) at 10 GHz. Its conductivity is \(5.0\times10^7\ \mathrm{S\,m^{-1}}\), and \(\omega=6.283\times10^{10}\ \mathrm{s^{-1}}\). With \(\mu_0=1.257\times10^{-6}\ \mathrm{H\,m^{-1}}\),

\[
\delta=\sqrt{\frac{2}{(1.257\times10^{-6})(5.0\times10^7)
(6.283\times10^{10})}}\ \mathrm m
=0.712\ \mu\mathrm m,
\]

\[
R_s=\frac{2.0\times10^{-8}\ \Omega\,\mathrm m}
{0.712\times10^{-6}\ \mathrm m}
=28.1\ \mathrm{m\Omega}.
\]

In atomic units these are \(1.345\times10^4\) bohr and \(6.84\times10^{-6}\,\hbar/e^2\). The ratio \(\eta\) is \(1.1\times10^{-8}\), so displacement current is irrelevant here. The grid solution, which retains it, gives real and imaginary parts of \(28.099\) and \(-28.099\ \mathrm{m\Omega}\), in agreement with the formula in magnitude and sign.

The internal inductance is \(\mu_0\delta/2=0.447\) pH per square. For a peak surface magnetic field of \(100\ \mathrm{A\,m^{-1}}\), the peak surface electric field is

\[
|E(0)|=\sqrt2\,(0.0281\ \Omega)(100\ \mathrm{A\,m^{-1}})
=3.97\ \mathrm{V\,m^{-1}},
\]

and the mean absorbed power is

\[
P=\tfrac12(0.0281\ \Omega)(100\ \mathrm{A\,m^{-1}})^2
\simeq140\ \mathrm{W\,m^{-2}} .
\]

It remains to ask whether the local Ohm law is justified. An electron carries a memory of the field it has felt since its last collision. In a free-electron metal with density \(n\), mass \(m\) and collision time \(\tau\), \(\sigma=ne^2\tau/m\). For \(n=8\times10^{28}\ \mathrm{m^{-3}}\) and the free-electron mass this gives \(\tau=m\sigma/(ne^2)=22.2\) fs. The Fermi velocity is \(v_F=\hbar(3\pi^2n)^{1/3}/m=1.54\times10^6\ \mathrm{m\,s^{-1}}\), and the mean free path is \(\ell=v_F\tau=34.2\) nm.

Consider an electron deep enough that the surface plays no part, moving with direction cosine \(u\) relative to \(z\). A time \(s\tau\) earlier it was at \(z-\ell us\), where the field differed from the present local field by the factor \(e^{i\omega\tau s-ik\ell us}\). The chance of no collision during that time is \(e^{-s}\). To first order in the field, the energy gained on the flight is proportional to the velocity component \(v_x\), and the contribution to the current carries a second factor \(v_x\). Averaged around the \(z\) axis, \(v_x^2\) is proportional to \(1-u^2\). Normalizing this weight gives

\[
\frac{J}{\sigma E}=\frac34\int_{-1}^{1}du\,(1-u^2)
\int_0^\infty ds\,e^{-s}e^{i\omega\tau s-ik\ell us}
\]

\[
=\frac34\int_{-1}^{1}\frac{1-u^2}{1-i\omega\tau+ik\ell u}\,du .
\]

For small \(\omega\tau\) and \(k\ell\), expand \(1/(1-b)=1+b+b^2+\cdots\) with \(b=i\omega\tau-ik\ell u\). Terms odd in \(u\) average to zero, and the weighted average of \(u^2\) is \(\tfrac34(\tfrac23-\tfrac25)=\tfrac15\). The leading corrections are

\[
\frac{J}{\sigma E}\simeq1+i\omega\tau-\frac{(k\ell)^2}{5}
=1+i\omega\tau-\frac{2i}{5}\left(\frac{\ell}{\delta}\right)^2 .
\]

The first correction is the inertia of the electrons; the second arises because the field changes along their paths. At 10 GHz, \(\omega\tau=1.39\times10^{-3}\) and \(\ell/\delta=0.0481\), so the two terms are \(1.39\times10^{-3}i\) and \(-0.93\times10^{-3}i\). They partly cancel and leave \(0.47\times10^{-3}i\), a value confirmed by numerical integration of the double average. Both terms are proportional to \(\omega\), because \(\delta^{-2}\) is, so at this order their ratio does not change with frequency.

This estimate applies to the bulk. Within about one mean free path of the surface, many electrons have come from the surface itself. If it scatters them diffusely, they have lost the momentum gained before they struck it, and the layer conducts less well. It occupies a fraction of order \(\ell/\delta\) of the skin depth, so a relative correction to \(Z_s\) of that order is expected. Its phase follows from a simple argument. Let the layer lower the conductance of the surface region, per square, by a real amount \(\Delta\) of order \(\sigma\ell\). The electric field is nearly uniform across so thin a layer, so the sheet current falls by \(\Delta E(0)\) and \(1/Z_s\) falls by \(\Delta\). To first order \(Z_s\) then changes by \(Z_s^2\Delta=-2i\Delta/(\sigma\delta)^2\). This is purely imaginary: it raises \(X_s\) and leaves \(R_s\) unchanged, so that \(R_s\) is altered only at higher order in \(\ell/\delta\). For fully diffuse scattering, an electron moving inward at depth \(z\) lacks the fraction \(e^{-z/(\ell u)}\) of its drift. Integrating over depth gives \(\Delta=\tfrac34\sigma\ell\int_0^1(1-u^2)u\,du=3\sigma\ell/16\), so \(X_s\) rises by the fraction \(\tfrac38\ell/\delta\), about 1.8% here. The third digit of \(X_s\) is therefore a property of the local model. This argument concerns a flat surface that scatters diffusely on the atomic scale. Geometric roughness on the scale of \(\delta\), common in real conductors at these frequencies, lengthens the current path and can raise \(R_s\) itself by tens of per cent.

The frequency dependence shows both the square-root law and its approaching limit:

| Frequency (GHz) | \(\delta\) (μm) | \(R_s\) (mΩ) | \(\ell/\delta\) |
|---:|---:|---:|---:|
| 1 | 2.25 | 8.89 | 0.015 |
| 10 | 0.712 | 28.1 | 0.048 |
| 100 | 0.225 | 88.9 | 0.152 |

These are values of the local model. At 100 GHz, electron inertia and nonlocal response already lower \(R_s\) by about 0.4% for a diffusely scattering surface and 1% for a specular one, which changes the third digit. In the local model a hundredfold rise in frequency increases \(R_s\) tenfold and reduces \(\delta\) by the same factor. The mean free path stays fixed, so \(\ell/\delta\) grows as \(\sqrt\omega\). Extrapolated with the local formula, it reaches one at \(10\ \mathrm{GHz}/(0.0481)^2\simeq4\times10^3\) GHz, where \(\omega\tau\) is about 0.6. For this metal the assumptions of local and of instantaneous response thus fail in the same frequency range.

A purer or colder metal reaches the spatial limit sooner. At fixed density and frequency, \(\ell\propto\tau\) and \(\delta\propto\tau^{-1/2}\), so \(\ell/\delta\propto\tau^{3/2}\). A longer collision time lowers the classical surface resistance, but it also undermines the local law from which that resistance was derived. Once \(\ell\) is comparable with \(\delta\), the current must be found from the field along whole electron paths, including their encounters with the surface. The numerical output gives the values used here to further digits.

## Values computed for the example and the checks

```
resistivity: 2.00e-08 ohm m
conductivity: 5.000e+07 S/m
electron density: 8.00e+28 m^-3
frequency: 10.0 GHz
angular frequency: 6.2832e+10 rad/s
peak surface magnetic field: 100.0 A/m
omega eps0 / sigma: 1.113e-08
skin depth: 0.7118 micrometre
skin depth, atomic units: 1.3450e+04 bohr
surface resistance Rs, formula: 28.099 milliohm
Re Zs, grid solution: 28.099 milliohm
Im Zs, grid solution: -28.099 milliohm
Rs, atomic units: 6.8397e-06 hbar/e^2
internal inductance per square: 0.4472 pH
peak surface electric field: 3.974 V/m
mean absorbed power: 140.50 W/m^2
share of loss within one skin depth, grid: 0.8647
collision time: 22.18 fs
Fermi velocity: 1.543e+06 m/s
mean free path: 34.23 nm
omega tau: 1.394e-03
mean free path / skin depth: 0.0481
bulk J/(sigma E) - 1, real part: 9.16e-08
bulk J/(sigma E) - 1, imaginary part: 4.686e-04
  time term, imaginary part: 1.394e-03
  space term, imaginary part: -9.250e-04
f (GHz) | delta (micrometre) | Rs grid (milliohm) | mfp/delta | omega tau
1 | 2.2508 | 8.886 | 0.0152 | 1.39e-04
10 | 0.7118 | 28.099 | 0.0481 | 1.39e-03
100 | 0.2251 | 88.858 | 0.1521 | 1.39e-02
```
